\section*{The Dudarev Hubbard potential with an ultrasoft overlap operator}

Consider a Hubbard correction for a localized shell that is the same function of the occupation matrix in every orthonormal basis of the shell. This is stronger than independence of the basis: an energy with orbital-dependent interaction coefficients that transform along with the orbitals is also independent of the basis, and such energies are excluded here. Let the occupations of one spin channel form a dimensionless Hermitian matrix $n$. A unitary change of shell orbitals, with matrix $R$, turns $n$ into $R^\dagger nR$. Up to second order in $n$, and with zero energy for an empty shell, the invariant energies are
\begin{equation}
E=a\,\mathrm{Tr}\,n+b\,\mathrm{Tr}\,n^2+c\,(\mathrm{Tr}\,n)^2 .
\end{equation}
Require further that the correction vanish whenever every eigenvalue of $n$ is 0 or 1. With $k$ filled levels this reads $(a+b)k+ck^2=0$. For a shell of at least two orbitals, $k=1$ and $k=2$ give $c=0$ and $b=-a$. The coefficient $a$ is an energy; writing it as $U/2$ gives the Dudarev functional
\begin{equation}
E_U=\frac U2\,\mathrm{Tr}(n-n^2).
\label{eq:EU}
\end{equation}
For a single level its second derivative with respect to $n$ is $-U$, which fixes the meaning of the factor $1/2$. Here $U$ is the single effective parameter of the functional, held constant. Invariant terms coupling the two spins, $d\,\mathrm{Tr}(n^\uparrow n^\downarrow)+e\,\mathrm{Tr}\,n^\uparrow\,\mathrm{Tr}\,n^\downarrow$, are removed by the same requirement: one filled level per spin gives $e=0$ if the two orbitals are orthogonal and $d+e=0$ if they are the same. For collinear spins the energies of the two channels therefore add, and one channel suffices. These conditions alone would allow a different $U$ for each spin; symmetry under exchange of the spins makes the two equal.

The same symmetry restricts the potential. The derivative of a quadratic energy is linear in $n$, so the matrix acting within the shell must be a combination of the unit matrix and $n$. What remains to be found is the coefficients, the order of the indices, and the way in which the shell is attached to the orbitals when these are ultrasoft pseudo-orbitals.

Hartree atomic units are used. Ultrasoft pseudo-orbitals $\psi_i$ are normalized with an overlap operator,
\begin{equation}
\langle\psi_i|S|\psi_j\rangle=\delta_{ij},\qquad
S=1+\sum_{ij}|\beta_i\rangle q_{ij}\langle\beta_j| .
\label{eq:S}
\end{equation}
The functions $\beta_i$ are localized in the atomic core and $q$ is Hermitian. I take $S$ to be positive and independent of the orbitals. To see what inner product belongs in $n$, let $W_i$ be all-electron partial waves and $w_i$ their pseudo counterparts, equal to them outside the core. Put $\Delta_i=W_i-w_i$ and choose $\langle\beta_i|w_j\rangle=\delta_{ij}$. The augmentation coefficients are
\begin{align}
q_{ij}&=\langle W_i|W_j\rangle-\langle w_i|w_j\rangle\nonumber\\
&=\langle w_i|\Delta_j\rangle+\langle\Delta_i|w_j\rangle+\langle\Delta_i|\Delta_j\rangle ,
\end{align}
where the contributions from outside the core cancel. An all-electron orbital is reconstructed as $T\psi=\psi+\sum_i\Delta_i c_i$, with $c_i=\langle\beta_i|\psi\rangle$.

Let the Hubbard orbital $\phi_m$ be one of the pseudo partial waves, $\phi_m=w_m$. Then $T\phi_m=w_m+\Delta_m=W_m$, and
\begin{align}
\langle T\psi|T\phi_m\rangle={}&\langle\psi|w_m\rangle+\langle\psi|\Delta_m\rangle\nonumber\\
&+\sum_i c_i^*\big(\langle\Delta_i|w_m\rangle+\langle\Delta_i|\Delta_m\rangle\big),\\
\langle\psi|S|\phi_m\rangle={}&\langle\psi|w_m\rangle+\sum_i c_i^*q_{im}.
\end{align}
Inserting $q_{im}$ and subtracting leaves
\begin{equation}
\langle T\psi|T\phi_m\rangle-\langle\psi|S|\phi_m\rangle
=\Big\langle\psi-\sum_i w_ic_i\Big|\Delta_m\Big\rangle .
\label{eq:remainder}
\end{equation}
Since $\Delta_m$ vanishes outside the core, the right side vanishes if the partial waves represent $\psi$ inside the core. With a finite set of partial waves it need not vanish, and its size depends on how well they represent $\psi$ there. The product $\langle\psi|S|\phi_m\rangle$ is thus the pseudo-orbital form of the all-electron projection, whereas $\langle\psi|\phi_m\rangle$ omits the augmentation.

The occupation matrix is therefore defined by
\begin{equation}
n_{mm'}=\sum_i f_i\,\langle\phi_m|S|\psi_i\rangle\langle\psi_i|S|\phi_{m'}\rangle,
\qquad \langle\phi_m|S|\phi_{m'}\rangle=\delta_{mm'},
\label{eq:n}
\end{equation}
with $0\le f_i\le1$. If a chosen linearly independent set has overlap matrix $O_{mm'}=\langle\phi_m|S|\phi_{m'}\rangle$, the combinations $\sum_k\phi_k(O^{-1/2})_{km}$ satisfy the normalization, because $O^{-1/2}OO^{-1/2}=1$.

This normalization gives $n$ its meaning as an occupation. For a unit vector $c$, let $\phi_c=\sum_mc_m\phi_m$. Then
\begin{equation}
\sum_{mm'}c_m^*n_{mm'}c_{m'}=\sum_i f_i|\langle\phi_c|S|\psi_i\rangle|^2
\le\langle\phi_c|S|\phi_c\rangle=1 .
\end{equation}
The inequality is Bessel's, applied to the orthonormal vectors $S^{1/2}\psi_i$ and the unit vector $S^{1/2}\phi_c$. The sum is also non-negative, so the eigenvalues of $n$ lie between 0 and 1. If $\phi_m$ were instead given unit plain norm, the upper bound on $n_{mm}$ would be $\langle\phi_m|S|\phi_m\rangle$, which may exceed 1.

For the potential, vary the orbitals while $f_i$, $\phi_m$ and $S$ stay fixed. Written with indices, the energy is
\begin{equation}
E_U=\frac U2\Big(\sum_m n_{mm}-\sum_{mm'}n_{mm'}n_{m'm}\Big).
\end{equation}
Each of the two factors in the last term contributes equally to the variation, hence
\begin{equation}
\delta E_U=\sum_{mm'}\frac U2(\delta_{mm'}-2n_{m'm})\,\delta n_{mm'} .
\label{eq:dE}
\end{equation}
The matrix multiplying $\delta n_{mm'}$ contains $n$ with its indices reversed. From the definition,
\begin{align}
\delta n_{mm'}=\sum_i f_i\big[&\langle\phi_m|S|\psi_i\rangle\langle\delta\psi_i|S|\phi_{m'}\rangle\nonumber\\
&+\langle\phi_m|S|\delta\psi_i\rangle\langle\psi_i|S|\phi_{m'}\rangle\big].
\end{align}
Substitute the first term into \eqref{eq:dE}:
\begin{equation}
\sum_i f_i\sum_{mm'}\langle\delta\psi_i|S|\phi_{m'}\rangle
\frac U2(\delta_{m'm}-2n_{m'm})\langle\phi_m|S|\psi_i\rangle .
\end{equation}
The index $m'$ now stands on the left of both the matrix and the projectors. Exchanging the names $m$ and $m'$ identifies the operator
\begin{equation}
V_U=\sum_{mm'}S|\phi_m\rangle\,\frac U2(\delta_{mm'}-2n_{mm'})\,\langle\phi_{m'}|S .
\label{eq:VU}
\end{equation}
The second term of $\delta n$ gives the complex conjugate, because $n$ is Hermitian. Therefore
\begin{equation}
\delta E_U=2\,\mathrm{Re}\sum_i f_i\langle\delta\psi_i|V_U|\psi_i\rangle,
\qquad
\frac{\delta E_U}{\delta\langle\psi_i|}=f_iV_U|\psi_i\rangle .
\label{eq:grad}
\end{equation}
The two factors of $S$ come from the two projections in $n$. The factor 2 in front of $n$ comes from the square in the energy. For real $n$ the transposition has no effect, since a real Hermitian matrix is symmetric; for complex $n$ it matters.

Let $E_0$ be the rest of the energy, with $\delta E_0/\delta\langle\psi_i|=f_iH|\psi_i\rangle$. In a density-functional calculation $H$ includes the response of the augmentation charge to the orbitals. Both energies are assumed to depend on the orbitals through $\sum_if_i|\psi_i\rangle\langle\psi_i|$. The constraints are imposed for occupied orbitals by subtracting $\sum_{ij}\Lambda_{ji}(\langle\psi_i|S|\psi_j\rangle-\delta_{ij})$, with Hermitian $\Lambda$ so that this term is real. Stationarity gives
\begin{equation}
f_iF|\psi_i\rangle=\sum_jS|\psi_j\rangle\Lambda_{ji},\qquad F=H+V_U .
\label{eq:constraint}
\end{equation}
Projection on $\psi_k$ gives $\Lambda_{ki}=f_iF_{ki}$, where $F_{ki}=\langle\psi_k|F|\psi_i\rangle$. Since $\Lambda$ and $F$ are Hermitian, also $\Lambda_{ki}=\Lambda_{ik}^*=f_kF_{ik}^*=f_kF_{ki}$. Subtraction yields
\begin{equation}
(f_i-f_k)F_{ki}=0 .
\end{equation}
Thus $F$ does not couple orbitals of different nonzero occupation. Orbitals of equal occupation may be rotated among themselves without changing $\sum_if_i|\psi_i\rangle\langle\psi_i|$, so they can be chosen to make $F_{ki}$ diagonal, with entries $\varepsilon_i$. Then $\Lambda_{ji}=f_i\varepsilon_i\delta_{ji}$, and division by $f_i$ gives
\begin{equation}
(H+V_U)|\psi_i\rangle=\varepsilon_iS|\psi_i\rangle .
\label{eq:gep}
\end{equation}
Empty orbitals are defined as the remaining solutions with the same operator.

The action of $V_U$ on the shell follows from the normalization of $\phi_m$:
\begin{equation}
V_U|\phi_m\rangle=\sum_{m'}S|\phi_{m'}\rangle\frac U2(\delta_{m'm}-2n_{m'm}).
\end{equation}
Suppose that $\phi_m$ is an eigenstate of an isolated atom, $H\phi_m=\varepsilon_mS\phi_m$, and that $n$ is diagonal. At fixed $H$,
\begin{equation}
(H+V_U)|\phi_m\rangle=\Big[\varepsilon_m+\frac U2(1-2n_{mm})\Big]S|\phi_m\rangle .
\label{eq:shift}
\end{equation}
A filled level moves by $-U/2$, an empty one by $+U/2$, and a half-filled one stays. The result is a pure eigenvalue shift because $V_U\phi_m$ is proportional to $S\phi_m$, which is what multiplies the eigenvalue in \eqref{eq:gep}. With bare projectors $|\phi_m\rangle\langle\phi_m|$ in the potential, and shell orbitals that symmetry keeps orthogonal without $S$ as well, the first-order shift would be multiplied by $\langle\phi_m|\phi_m\rangle^2$.

In a compound system the potential also changes the occupations. Consider one level with potential strength $v$, other parameters fixed, and let $G(v)$ be the minimum of $E_0+vn$ over the allowed orbitals. A minimum of functions linear in $v$ is concave, and where it is differentiable $dG/dv=n$. Hence $n$ cannot increase with $v$. The Dudarev strength $v=(U/2)(1-2n)$ itself decreases with $n$, so the feedback is positive: a level more than half filled is lowered, which tends to fill it further. One step of simple iteration multiplies a small error in $n$ by $-U\,dn/dv\ge0$. A solution at which this factor exceeds 1 is unstable: starting occupations just above and just below it move away in opposite directions and lead to different solutions. A factor below 1 at a converged solution shows only that this solution is locally stable, not that it is the only one.

The sum of eigenvalues does not equal the energy. If $E_0=\sum_if_i\langle\psi_i|H|\psi_i\rangle$ with fixed $H$, then
\begin{align}
\sum_if_i\varepsilon_i&=E_0+\sum_if_i\langle\psi_i|V_U|\psi_i\rangle\nonumber\\
&=E_0+\frac U2\mathrm{Tr}(n-2n^2),
\end{align}
and adding $E_U$ to $E_0$ gives
\begin{equation}
E=E_0+E_U=\sum_if_i\varepsilon_i+\frac U2\mathrm{Tr}\,n^2 .
\label{eq:bands}
\end{equation}
When $H$ depends on the density, its own double-counting terms must be added. For the derivative with respect to $U$, the orbital response contributes
\begin{equation}
2\,\mathrm{Re}\sum_if_i\Big\langle\frac{d\psi_i}{dU}\Big|H+V_U\Big|\psi_i\Big\rangle
=\sum_if_i\varepsilon_i\frac{d}{dU}\langle\psi_i|S|\psi_i\rangle=0,
\end{equation}
so that, at fixed $f_i$ and along a smooth branch of solutions,
\begin{equation}
\frac{dE}{dU}=\frac12\mathrm{Tr}(n-n^2).
\label{eq:dU}
\end{equation}
A displacement of the atoms is different: it changes $\phi_m$ and $S$, and their derivatives enter the forces.

A one-dimensional model shows these relations in numbers. The atom is a well $v_a(x)=-4e^{-x^2}$, with $x$ in bohr and energies in hartree. The partial waves $W_i$ are the lowest four eigenstates in a box from $-10$ to $10$ bohr: two bound, at $-2.7745$ and $-0.7839$ Ha, and two unbound. With $g=[1-(x/1.5)^2]^3$ for $|x|<1.5$ and zero outside, the pseudo partial waves are $w_i=(1-g/2)W_i$. Hence
\begin{equation}
q_{ij}=\int W_i^*W_j\big[1-(1-g/2)^2\big]\,dx .
\end{equation}
The bracket is non-negative, so $q$ is positive semidefinite and $S\ge1$.

The remaining operators follow from the kinetic energy $K$ and the local potential $v_l=v_a+8g$. Define
\begin{align}
\chi_j&=(\varepsilon_j-K-v_l)w_j,& B_{ij}&=\langle w_i|\chi_j\rangle,\\
\beta_i&=\sum_j\chi_j(B^{-1})_{ji},& D_{ij}&=B_{ij}+\varepsilon_jq_{ij}.
\end{align}
Outside the core $w_j=W_j$ and $v_l=v_a$, so $\chi_j$ vanishes there. The waves are real, and $\langle w_k|\beta_i\rangle=\sum_jB_{kj}(B^{-1})_{ji}=\delta_{ki}$. The atomic Hamiltonian $H_a=K+v_l+\sum_{ij}|\beta_i\rangle D_{ij}\langle\beta_j|$ then satisfies
\begin{align}
H_aw_j&=\varepsilon_jw_j-\chi_j+\sum_i\beta_i(B_{ij}+\varepsilon_jq_{ij})\nonumber\\
&=\varepsilon_j\Big(w_j+\sum_i\beta_iq_{ij}\Big)=\varepsilon_jSw_j ,
\end{align}
because $\sum_i\beta_iB_{ij}=\chi_j$. It is Hermitian: $B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\langle w_i|w_j\rangle$, so that $D_{ij}-D_{ji}=(\varepsilon_j-\varepsilon_i)\langle W_i|W_j\rangle=0$ by orthogonality of the eigenstates.

The Hubbard orbitals are the even and odd bound states, $\phi_0=w_0$ and $\phi_1=w_1$. Their plain norms, by which I mean $\langle\phi_m|\phi_m\rangle$, are 0.3966 and 0.7182, and the diagonal augmentation terms 0.6034 and 0.2818 complete each to 1. If the orbitals were given unit plain norm, the bound on an occupation would rise to $1/0.3966=2.52$; with six filled orbitals the computed largest eigenvalue is indeed 2.52.

For an isolated atom with the even level filled, the odd level empty and $U=0.2$ Ha, equation \eqref{eq:shift} gives shifts of $-0.1$ and $+0.1$ Ha, as computed. Bare projectors give $-0.0157$ and $+0.0515$ Ha. The first-order estimates are $-0.1\times0.3966^2=-0.0157$ Ha and $0.1\times0.7182^2=0.0516$ Ha.

Now add a neighbouring well of depth 1.2 Ha, centred at 3.5 bohr and shaped as $\cos^2[\pi(x-3.5)/4]$ within 2 bohr of its centre. It is zero in the core, where $T\psi$ and $\psi$ differ, so it needs no augmentation. The lowest two orbitals are filled. At $U=0$ the odd occupation is $n_{11}=0.8518$ with $S$ and 0.8517 in the all-electron calculation on the same grid. Without $S$ it is 0.4598, and $n_{00}$ falls from 1.0000 to 0.1574. The reference shares the grid and the box, so this comparison measures the pseudization error, not the error of the grid.

Multiplying the correct $n_{11}$ by the squared plain norm gives $0.8518\times0.7182^2=0.439$, not 0.460. Rescaling by this factor therefore does not convert one definition into the other. If $\psi=a\phi_1+\eta$ with $\langle\phi_1|S|\eta\rangle=0$, the bare projection is $a\langle\phi_1|\phi_1\rangle+\langle\phi_1|\eta\rangle$, and its second term need not vanish.

The Hubbard potential raises $n_{11}$ to 0.9276 at self-consistency with $U=0.2$ Ha (5.44 eV). A potential built once from the $U=0$ occupations already gives about 0.919; the feedback supplies the rest. The self-consistent all-electron value is also 0.9276. The strength acting on the odd orbital is
\begin{equation}
v_{11}=0.1\,(1-2\times0.9276)=-0.0855\ \mathrm{Ha}.
\end{equation}
The second eigenvalue moves from $-0.8238$ to $-0.9004$ Ha and the third, which is empty, from $-0.6441$ to $-0.6529$ Ha. The gap between them grows from 0.180 to 0.247 Ha. The two shifts add to $-0.0854$ Ha, close to $v_{11}$. If $\phi_1$ lay in a two-orbital space that the potential leaves unchanged, and $\phi_0$ were $S$-orthogonal to that space, the sum of the two eigenvalues would change by the trace of $V_U$ in that space, which is $v_{11}$. The near agreement is consistent with this picture, although the weight of $\phi_1$ in these two orbitals is not computed separately.

Since $n_{00}$ is nearly 1 and $n_{01}$ is about $-0.0004$, the Hubbard energy comes almost entirely from the odd orbital:
\begin{equation}
E_U\simeq0.1\times0.9276\times(1-0.9276)=0.0067\ \mathrm{Ha}=0.183\ \mathrm{eV}.
\end{equation}
The occupied eigenvalues sum to $-3.7750$ Ha, and $(U/2)\mathrm{Tr}\,n^2=0.1860$ Ha, so \eqref{eq:bands} gives $E=-3.5890$ Ha ($-97.66$ eV). The all-electron total is the same to these digits. Equation \eqref{eq:dU} gives $dE/dU=0.03357$, and a finite difference of self-consistent energies gives the same number.

The real orbitals of this model cannot reveal the order of indices in \eqref{eq:VU}. The numerical check therefore also differentiates $E_U$ along a random direction for complex orbitals with occupations 1, 0.7 and 0.4. The slope is $-0.03008$ Ha, both numerically and from \eqref{eq:grad}. Transposing $n$ in the potential gives $-0.07845$ Ha, and replacing $S\phi_m$ by $\phi_m$ gives $-0.01953$ Ha. Neither altered operator is the derivative of the stated energy.

\section*{Computed values}
\begin{verbatim}
Box half-length, grid step: 10.00 0.05 bohr
Atomic well depth: 4.00 Ha
Atomic Gaussian width: 1.00 bohr
Core radius: 1.50 bohr
Fractional amplitude reduction at center: 0.50
Added local barrier: 8.00 Ha
Neighbour depth: 1.20 Ha
Neighbour center, half-width: 3.50 2.00 bohr
Hubbard U: 0.200 Ha
Hubbard U: 5.4423 eV
Four atomic reference energies: -2.774496 -0.783922 0.028170 0.064816 Ha
Plain norms <phi|phi>, even odd: 0.396578 0.718235
Augmentation charges q, even odd: 0.603422 0.281765
Smallest eigenvalue of S: 1.000000
U=0 all-electron energies, three states: -2.774668 -0.823791 -0.644159 Ha
U=0 ultrasoft energies, three states: -2.774668 -0.823775 -0.644109 Ha
U=0 all-electron n00 n01 n11: 0.999996 -0.000579 0.851731
U=0 ultrasoft n00 n01 n11 with S: 0.999996 -0.000579 0.851846
U=0 n00 n01 n11 without S: 0.157396 0.005789 0.459804
Largest diagonal n error with S, without S: 0.000115 0.842600
Overlap remainder, second orbital with odd phi: 0.00002106
Eigenvalues of n, six filled orbitals: 0.999370 1.000000
Largest n if phi has plain norm one: 2.521571
Complex test, numerical slope of E_U: -0.03008106 Ha
Complex test, slope from V_U: -0.03008106 Ha
Complex test, slope with transposed n: -0.07845459 Ha
Complex test, slope with bare phi in V_U: -0.01953004 Ha
Atomic shifts with S, even odd: -0.100000 0.100000 Ha
Atomic shifts with bare phi, even odd: -0.015740 0.051471 Ha
With U, ultrasoft n00 n01 n11: 0.999996 -0.000440 0.927621
With U, all-electron n00 n01 n11: 0.999996 -0.000441 0.927564
Hubbard strengths v00 v01 v11: -0.099999 0.000088 -0.085524 Ha
With U, ultrasoft energies, three states: -2.874667 -0.900382 -0.652888 Ha
With U, all-electron energies, three states: -2.874667 -0.900380 -0.652943 Ha
Gap second-third state, U=0 and with U: 0.179665 0.247494 Ha
Hubbard energy E_U: 0.006714 Ha
Hubbard energy E_U: 0.1827 eV
Sum of occupied eigenvalues: -3.775048 Ha
Correction (U/2) Tr n^2: 0.186047 Ha
Total energy, ultrasoft: -3.589001 Ha
Total energy, ultrasoft: -97.6617 eV
Total energy, all-electron: -3.589010 Ha
Rotation slope, orbitals solved with V_U: 0.000000088 Ha
Rotation slope, orbitals solved without V_U: -0.049697 Ha
dE/dU, finite difference: 0.0335723
dE/dU, half Tr(n-n^2): 0.0335720
\end{verbatim}
